# Strengths, polarization and centroid of weak-field Zeeman components

## A line with three components

Take an atom with an upper level of angular momentum $J'=1$ and a lower level with $J=0$, in a weak magnetic field along $z$. The lower level has one state and does not shift. The upper states $M'=1,0,-1$ shift by $g'bM'$, where $g'$ is the Landé factor and $b=\mu_BB$. In atomic units $\mu_B=1/2$, so $b=B/2$.

The three transitions have dipole vectors of equal length along the unit vectors

$$\mathbf e_{\pm1}=\mp\frac{\hat x\pm i\hat y}{\sqrt2},\qquad \mathbf e_0=\hat z .$$

If the upper states are equally populated, a polarizer that passes the unit vector $\mathbf e$ transmits

$$I(\mathbf e)\propto\sum_{p=-1}^{1}|\mathbf e^*\!\cdot\mathbf e_p|^2=|\mathbf e|^2=1,$$

because the three vectors form an orthonormal basis. The answer depends neither on the polarizer nor on the direction of view. The integrated line is therefore both unpolarized and isotropic.

Weighting each component with its shift gives the centroid seen through the polarizer,

$$C(\mathbf e)=g'b\left(|\mathbf e^*\!\cdot\mathbf e_{+1}|^2-|\mathbf e^*\!\cdot\mathbf e_{-1}|^2\right).$$

This vanishes for a real $\mathbf e$, that is, for linear polarization. It need not vanish for circular polarization: along the field each circular analyser sees one shifted component. The shift disappears when the two polarizations are added.

For larger $J'$ and $J$ a polarization type can contain several components, whose strengths need not be equal. The line is again unpolarized and isotropic if the strengths of each type have the same sum. The centroid result needs in addition a vanishing mean shift of the $\pi$ type and opposite mean shifts of the two $\sigma$ types. Both properties are shown below.

## Assumptions and conventions

Primes denote the upper level, and $p=M'-M$. Components with $p=0$ are called $\pi$, those with $p=\pm1$ are called $\sigma^\pm$. To first order in the field a component is shifted by

$$\delta=b\,(g'M'-gM). \tag{1}$$

The assumptions are:

- $b$ is small compared with the distance to other levels that the field can mix in.
- The upper sublevels are equally populated, with no coherence between them.
- The gas is optically thin, so that no component is reabsorbed.
- The detector counts photons, with equal efficiency for all components; "intensity" below means this count rate.

The emission rate follows from the golden rule. In a volume $V$ the dipole coupling to one photon mode has squared size $(2\pi\omega/V)|\mathbf e^*\!\cdot\mathbf d|^2$, and the mode density per solid angle is $V\omega^2/(2\pi c)^3$ for each polarization, with $c$ the speed of light. Hence

$$\frac{dW}{d\Omega}=2\pi\,\frac{2\pi\omega}{V}\,\frac{V\omega^2}{(2\pi c)^3}\,|\mathbf e^*\!\cdot\mathbf d|^2
=\frac{\omega^3}{2\pi c^3}|\mathbf e^*\!\cdot\mathbf d|^2,
\qquad \mathbf d=\langle JM|\mathbf r|J'M'\rangle . \tag{2}$$

For several electrons $\mathbf r$ is the sum of their positions. The zero-field strengths use a common $\omega^3$ and unmixed states; the corrections are treated below.

Define $r_q=\mathbf e_q\cdot\mathbf r$, so that $\mathbf r=\sum_q r_q\mathbf e_q^*$. The operator $r_q$ raises $M$ by $q$, so emission selects $q=M-M'=-p$. Since $\mathbf e_{-p}^*=(-1)^p\mathbf e_p$, the vector $\mathbf d$ is parallel to $\mathbf e_p$. The Wigner–Eckart theorem gives its length:

$$|\mathbf d|^2=\begin{pmatrix}J&1&J'\\-M&-p&M'\end{pmatrix}^{2}|\langle J\|r\|J'\rangle|^2 . \tag{3}$$

The relative strength is defined as

$$s_p(M')=3\begin{pmatrix}J&1&J'\\-M&-p&M'\end{pmatrix}^{2},\qquad M=M'-p. \tag{4}$$

## Closed forms of the strengths

Write $j=J'$ and $m=M'$. The $m$-dependence of the 3j symbols is fixed by the fact that $\mathbf r$ is a vector operator, which means

$$[J_-,r_{-1}]=0,\qquad [J_+,r_{-1}]=\sqrt2\,r_0 .$$

Let $A_m=\langle J,m-1|r_{-1}|j,m\rangle$ be the $\sigma^+$ amplitude and $B_m=\langle J,m|r_0|j,m\rangle$ the $\pi$ amplitude. Taking the first commutator between $\langle J,m-2|$ and $|j,m\rangle$, with the usual ladder factors, gives

$$\sqrt{(J+m-1)(J-m+2)}\,A_m=\sqrt{(j+m)(j-m+1)}\,A_{m-1}. \tag{5}$$

For the three allowed values of $J$ this recursion is solved, with $K$ independent of $m$, by

$$A_m=K\begin{cases}
\sqrt{(j+m)(j+m-1)},&J=j-1,\\
\sqrt{(j+m)(j-m+1)},&J=j,\\
\sqrt{(j-m+1)(j-m+2)},&J=j+1.
\end{cases} \tag{6}$$

To check the first line, square (5) with $J=j-1$ and cancel $j-m+1$. This leaves $(j+m-2)A_m^2=(j+m)A_{m-1}^2$, which (6) satisfies. For $J=j$ the factor on the left of (5) is the one on the right with $m$ replaced by $m-1$. For $J=j+1$, cancelling $j+m$ leaves $(j-m+3)A_m^2=(j-m+1)A_{m-1}^2$, again satisfied.

The second commutator, taken between $\langle J,m|$ and $|j,m\rangle$, yields the $\pi$ amplitudes:

$$\sqrt2\,B_m=\sqrt{(J+m)(J-m+1)}\,A_m-\sqrt{(j-m)(j+m+1)}\,A_{m+1}.$$

Inserting (6) gives, case by case,

$$\begin{aligned}
J=j-1:\quad \sqrt2B_m&=K\sqrt{j^2-m^2}\,[(j+m-1)-(j+m+1)]\\&=-2K\sqrt{j^2-m^2},\\
J=j:\quad \sqrt2B_m&=K[(j+m)(j-m+1)-(j-m)(j+m+1)]\\&=2Km,\\
J=j+1:\quad \sqrt2B_m&=K\sqrt{(j+1)^2-m^2}\,[(j-m+2)-(j-m)]\\&=2K\sqrt{(j+1)^2-m^2}.
\end{aligned}$$

A rotation by $\pi$ about $x$ reverses all magnetic quantum numbers and exchanges $r_{+1}$ and $r_{-1}$ up to a phase. The $\sigma^-$ strengths therefore follow from $\sigma^+$ by $m\to-m$. With $x=pm$, and after division of all squares by $2K^2$, the strengths are $s_p=v_p/N$:

| $J$ | $v_0$ | $v_{\pm1}$ | $N$ |
|---|---|---|---|
| $j-1$ | $j^2-m^2$ | $(j+x)(j+x-1)/2$ | $(2j+1)j(2j-1)/3$ |
| $j$ | $m^2$ | $(j+x)(j-x+1)/2$ | $(2j+1)j(j+1)/3$ |
| $j+1$ | $(j+1)^2-m^2$ | $(j-x+1)(j-x+2)/2$ | $(2j+1)(j+1)(2j+3)/3$ |

The case $J=J'=0$ is excluded, since it has no dipole transition. For $J=J'$ with integer $J$, the component $M'=0\to M=0$ has zero strength.

The divisor $N$ remains to be justified. Use $\sum_m m^2=(2j+1)j(j+1)/3$; terms odd in $m$ sum to zero. For $J=j-1$,

$$\begin{aligned}
\sum_m v_0&=(2j+1)\left[j^2-\frac{j(j+1)}3\right]=N,\\
\sum_m v_{\pm1}&=\frac{2j+1}{2}\left[j(j-1)+\frac{j(j+1)}3\right]=N.
\end{aligned}$$

For $J=j$ the $\pi$ sum is $\sum_m m^2=N$, and the $\sigma$ sum is half of $\sum_m[j(j+1)-m^2]=2N$. For $J=j+1$,

$$\begin{aligned}
\sum_m v_0&=(2j+1)\left[(j+1)^2-\frac{j(j+1)}3\right]=N,\\
\sum_m v_{\pm1}&=\frac{2j+1}{2}\left[(j+1)(j+2)+\frac{j(j+1)}3\right]=N.
\end{aligned}$$

The 3j symbols are the amplitudes of a normalized state of zero total angular momentum, so their squares sum to 1 over all components. The three types contribute equally, hence $1/3$ each. The factor 3 in (4) then gives

$$\sum_{M'}s_p(M')=1\qquad\text{for each }p. \tag{7}$$

There is a second sum rule, over the decays of one upper state. Adding $v_0+v_{+1}+v_{-1}$ at fixed $m$ gives $j(2j-1)$, $j(j+1)$ and $(j+1)(2j+3)$ in the three cases. The $m^2$ terms cancel, and division by $N$ gives

$$\sum_p s_p(M')=\frac{3}{2J'+1}. \tag{8}$$

At zero field all upper sublevels thus decay on this line at the same total rate. Without other losses that depend on $M'$, the decay then does not disturb equal populations. In the field the rates can differ at first order.

## Unpolarized and isotropic emission

Different components start from incoherently populated states or end in orthogonal states, so their intensities add. By (7), the signal through a polarizer $\mathbf e$ is

$$I(\mathbf e)=I_0\sum_p\left[\sum_{M'}s_p(M')\right]|\mathbf e^*\!\cdot\mathbf e_p|^2=I_0 . \tag{9}$$

Here $I_0$ is a common constant. At fixed direction the equality for every transverse $\mathbf e$ means absence of polarization; its independence of direction means isotropy.

Separate components do have angular patterns. For a direction $\mathbf n$ at angle $\theta$ to the field, the sum over two orthogonal polarizations is $1-|\mathbf n\cdot\mathbf e_p|^2$:

$$\pi:\ \sin^2\theta,\qquad \sigma^+\text{ or }\sigma^-:\ 1-\tfrac12\sin^2\theta=\tfrac12(1+\cos^2\theta). \tag{10}$$

Their total is $\sin^2\theta+1+\cos^2\theta=2$. Along the field the $\pi$ light is absent and each $\sigma$ type supplies half. Across the field the $\pi$ light supplies half and each $\sigma$ type a quarter.

Equal populations are sufficient for this result; unequal ones can spoil it. Suppose that for $J'=5/2\to J=3/2$ only $M'=\pm5/2$ are filled. These states can decay only to $M=\pm3/2$, with $\sigma$ light. Across the field the line is then fully linearly polarized perpendicular to $\mathbf B$. By (10) it is twice as strong along the field as across it.

## Centroids

The mean of $M'$ within one type comes from the part of $v_p$ odd in $m$. For $p=\pm1$ this part is $pm(2j-1)/2$, $pm/2$ and $-pm(2j+3)/2$ in the three cases. Multiplication by $m$, summation and division by $N$ give

$$\sum_{M'}s_pM'=p\times\left\{\frac{j+1}{2},\ \frac12,\ -\frac j2\right\}
=p\,\frac{2+X}{4}, \tag{11}$$

with $X=J'(J'+1)-J(J+1)$, equal to $2j$, $0$ and $-2(j+1)$ respectively. For $p=0$ the strengths are even in $m$ and the mean is zero. Since $M=M'-p$ and the strengths sum to 1,

$$\sum_{M'}s_pM=p\,\frac{2+X}{4}-p=p\,\frac{X-2}{4}.$$

The centroid of type $p$ is therefore

$$\sum_{M'}s_p\,\delta=p\,g_{\rm eff}b,\qquad
g_{\rm eff}=\frac{g'+g}{2}+\frac{(g'-g)X}{4}. \tag{12}$$

Through a polarizer, the centroid to first order is

$$C(\mathbf e)=g_{\rm eff}b\left(|\mathbf e^*\!\cdot\mathbf e_{+1}|^2-|\mathbf e^*\!\cdot\mathbf e_{-1}|^2\right). \tag{13}$$

For linear polarization the two terms are equal. For helicity $h=\pm1$ and a direction in the $xz$ plane, take

$$\mathbf e_h=\frac{\cos\theta\,\hat x-\sin\theta\,\hat z+ih\,\hat y}{\sqrt2},\qquad
|\mathbf e_h^*\!\cdot\mathbf e_{\pm1}|^2=\frac{(\cos\theta\pm h)^2}{4}.$$

The difference of the two squares is $h\cos\theta$, so that

$$C_h(\theta)=h\,g_{\rm eff}\,b\cos\theta. \tag{14}$$

At zeroth order both helicities carry equal intensity. Their shifts cancel in the sum, in every direction. The unshifted centroid is a property of polarization-summed or linearly analysed light; a circular analyser sees the shift (14), which is largest along the field and vanishes across it.

## First-order changes of the strengths

The strengths themselves change linearly with the field. The factor $\omega^3$ favours components of higher frequency, the field mixes in neighbouring levels, and thermal populations differ between sublevels. A symmetry argument covers all three.

Collect the emission in the Hermitian tensor

$$T_{ij}=\sum w\,d_id_j^*,\qquad I(\mathbf e)=\sum_{ij}e_i^*T_{ij}e_j,$$

where the sum runs over components and $w$ contains population and frequency factors. Assume that nothing but the field selects a direction, and that $T$ has a power series in $B$. Rotating the field then rotates $T$ in the same way. Let $T^{(1)}$ be the part linear in $B$, with the field along $z$.

- A rotation by $\pi$ about $x$ reverses the field, so $T^{(1)}$ must change sign. The diagonal elements do not change under this rotation and must vanish.
- A rotation by $\pi$ about $z$ leaves the field unchanged but reverses the $xz$ and $yz$ elements, which must vanish.
- A rotation by $\pi/2$ about $z$ requires $T^{(1)}_{xy}=-T^{(1)}_{yx}$.

What remains is antisymmetric and, being Hermitian, imaginary. For every real vector $\mathbf u$ it gives $\sum_{ij}u_iT^{(1)}_{ij}u_j=0$. No linearly polarized intensity changes at first order, and neither does the sum of two orthogonal polarizations. Circular polarization may appear.

The same argument applies to the tensor with the extra weight $\delta$. Its zero-field value is zero, so its ratio to the intensity has no linear term either when two polarizations are summed. The centroid result survives all three corrections.

Two contributions to the circular polarization along the field, $P_c=(I_{h=1}-I_{h=-1})/(I_{h=1}+I_{h=-1})$, have simple forms. With line frequency $\omega_0$, the cubic factor is $1+3\delta/\omega_0$ to first order. Thermal populations at temperature $T_{\rm th}$ contain the factor $1-g'bM'/(k_BT_{\rm th})$. Averages with (12) and (11) give

$$P_c^{\rm freq}=\frac{3g_{\rm eff}b}{\omega_0},\qquad
P_c^{\rm th}=-\frac{g'b}{k_BT_{\rm th}}\,\frac{2+X}{4}. \tag{15}$$

$P_c^{\rm freq}$ holds for populations that stay equal in the field. If the sublevels are instead pumped at equal rates and decay only on this line, the populations follow the inverse decay rates; for the line of the example below the frequency part is then $1.2\,b/\omega_0$ instead of $3.3\,b/\omega_0$. The contribution of level mixing depends on the neighbouring levels and scales as $b$ divided by their distance. A neighbour of one level contributes at this order only if it has a dipole transition to the other level of the line.

## Worked example

Consider a one-electron model line ${}^2D_{5/2}\to{}^2P_{3/2}$ at 2 eV, with spin factor 2. Each term has the Hamiltonian $\zeta\,\mathbf L\cdot\mathbf S+b(L_z+2S_z)$ with $\zeta>0$, so that ${}^2D_{3/2}$ lies 0.005 eV below ${}^2D_{5/2}$ and ${}^2P_{1/2}$ lies 0.010 eV below ${}^2P_{3/2}$; the field energy is $b=5\times10^{-5}$ eV. The ratio of $b$ to the smaller splitting is 0.01.

The Landé factors follow from $\mathbf L+2\mathbf S=\mathbf J+\mathbf S$. Within a level $\mathbf S$ acts as a multiple of $\mathbf J$, so

$$g=1+\frac{\langle\mathbf S\cdot\mathbf J\rangle}{J(J+1)}
=1+\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)}.$$

This gives $g'=1+1.75/8.75=1.2$ and $g=1+1.25/3.75=1.3333$.

Here $J=j-1$ and $N=6\times2.5\times4/3=20$. For the strongest $\sigma^+$ component, $v=5\times4/2=10$ and $s=0.5$. Its shift is $(1.2\times2.5-1.3333\times1.5)b=b$. The others follow in the same way:

| Type | $M'\to M$ | $s$ | shift ($10^{-5}$ eV) |
|---|---|---|---|
| $\sigma^+$ | $5/2\to3/2$ | 0.50 | 5.00 |
| $\sigma^+$ | $3/2\to1/2$ | 0.30 | 5.67 |
| $\sigma^+$ | $1/2\to-1/2$ | 0.15 | 6.33 |
| $\sigma^+$ | $-1/2\to-3/2$ | 0.05 | 7.00 |
| $\pi$ | $3/2\to3/2$ | 0.20 | −1.00 |
| $\pi$ | $1/2\to1/2$ | 0.30 | −0.33 |

Reversing both $M$ values leaves $s$ unchanged and reverses the shift; this supplies the other six components. The $\sigma^+$ centroid is

$$(0.50\times5.00+0.30\times5.67+0.15\times6.33+0.05\times7.00)\times10^{-5}\ \text{eV}=5.5\times10^{-5}\ \text{eV}.$$

Formula (12) agrees: $X=8.75-3.75=5$ and $g_{\rm eff}=1.2667-0.1667=1.1$. At the vacuum wavelength of 6199 Å this is a shift of $-6199\times5.5\times10^{-5}/2=-0.17$ Å. The sign is negative because higher energy means shorter wavelength.

Diagonalizing the model at this field shows the size of the corrections from fine-structure mixing and from the frequency factor. The diamagnetic term, also of second order in $B$, is not part of the model. For hydrogen-like 3d and 2p radii at this field (0.86 T) it would raise the second-order centroids given below by about $3\times10^{-9}$ eV. The first-order component shifts are wrong by at most $1.2\times10^{-7}$ eV. Relative to zero field, the intensity through a linear polarizer changes by $-2.0\times10^{-5}$ when the polarizer is parallel to the field and by $5.8\times10^{-6}$ when it is perpendicular.

The circular polarization along the field is larger, $-1.92\times10^{-3}$ for equal populations. By (15) the frequency factor contributes $3\times1.1\times5\times10^{-5}/2=8.3\times10^{-5}$. Without that factor the model gives $-2.00\times10^{-3}$, which is due to level mixing, the one remaining cause. With thermal populations at $k_BT_{\rm th}=0.025$ eV, (15) adds

$$-\frac{1.2\times5\times10^{-5}}{0.025}\times\frac74=-4.2\times10^{-3},$$

and the total, $-6.1\times10^{-3}$, agrees with the diagonalized value.

For equal populations the polarization-summed centroid is $-9.6\times10^{-8}$ eV along the field and $-2.2\times10^{-8}$ eV across it. Along the field the two helicities have centroids $5.5009\times10^{-5}$ and $-5.4991\times10^{-5}$ eV, whose plain mean is only $9\times10^{-9}$ eV. The summed centroid is dominated by their unequal weights: $P_c$ times $5.5\times10^{-5}$ eV is $-1.05\times10^{-7}$ eV. This is a product of two first-order quantities and hence of second order in the field.

## Notes for implementation

Loop over $M'$ and $p$, set $M=M'-p$, and skip the component if $|M|>J$. Use the closed forms or (4), then check (7) and (8). These checks can miss an exchange of $\sigma^+$ and $\sigma^-$: they still hold if $M=M'+p$ is used throughout and the middle entry of the 3j symbol in (4) is changed to match, from $-p$ to $p$, and, for $J=J'+1$, if the two sets of strengths are exchanged. For $J'>0$ the sign of (11) detects both mistakes. It does not detect a wrong $M$ that enters only the shifts, as can happen with the closed forms for $J=J'+1$. Comparing the centroid with (12) does, if $g\ne0$. An exchange of the polarization vectors is caught by a separate requirement, that $p=+1$ light has helicity $+1$ along $+z$.

For a spectrum in direction $\theta$ summed over polarizations, multiply each $s_p$ by its pattern in (10) and divide by 2. The weights then sum to 1. For analysed light use $s_p|\mathbf e^*\!\cdot\mathbf e_p|^2$, whose sum is also 1.

The centroid statement concerns the mean only. The components remain spread over a range proportional to $b$. A filter that cuts off part of the pattern, or reabsorption that weakens some components more than others, changes the weights and can produce polarization or a shift.

The numerical check tests the strengths against 3j symbols, and the patterns, centroids and field dependence against the diagonalized model.

## Computed results

```
J', J pairs checked exactly against 3j symbols: 21
line energy: 2.000 eV
upper and lower splitting: 0.005, 0.010 eV
field energy b: 5.00e-05 eV
Lande factors upper, lower: 1.20000, 1.33333
effective factor g_eff: 1.10000
components: along, across = share of light seen that way
  M'    M   p  strength  shift/eV    along   across
 2.5  1.5   1   0.5000   5.000e-05  0.2500  0.1250
 1.5  0.5   1   0.3000   5.667e-05  0.1500  0.0750
 0.5 -0.5   1   0.1500   6.333e-05  0.0750  0.0375
-0.5 -1.5   1   0.0500   7.000e-05  0.0250  0.0125
 1.5  1.5   0   0.2000  -1.000e-05  0.0000  0.1000
 0.5  0.5   0   0.3000  -3.333e-06  0.0000  0.1500
-0.5 -0.5   0   0.3000   3.333e-06  0.0000  0.1500
-1.5 -1.5   0   0.2000   1.000e-05  0.0000  0.1000
 0.5  1.5  -1   0.0500  -7.000e-05  0.0250  0.0125
-0.5  0.5  -1   0.1500  -6.333e-05  0.0750  0.0375
-1.5 -0.5  -1   0.3000  -5.667e-05  0.1500  0.0750
-2.5 -1.5  -1   0.5000  -5.000e-05  0.2500  0.1250
sum of shares along, across: 1.0000, 1.0000
largest error of first-order shifts: 1.20e-07 eV
sigma+ centroid, first order: 5.5000e-05 eV
line wavelength in vacuum: 6199.21 angstrom
sigma+ centroid: -0.1705 angstrom
diagonalized centroid, helicity +1: 5.5009e-05 eV
diagonalized centroid, helicity -1: -5.4991e-05 eV
summed centroid along field: -9.641e-08 eV
summed centroid across field: -2.217e-08 eV
relative change, polarizer across field: 5.750e-06
relative change, polarizer parallel to field: -2.005e-05
circular degree along field: -1.9174e-03
same without cubic frequency factor: -1.9999e-03
frequency part 3 g_eff b / line energy: 8.2500e-05
thermal energy kT: 0.025 eV
circular degree with thermal populations: -6.1174e-03
only M'=+-5/2 filled, linear degree: -1.000
only M'=+-5/2 filled, along/across: 2.000
```
